# Unfolding supercell eigenstates: spectral weights and their sum rule

**Q.** An alloy channel is computed in a supercell, and every eigenstate carries one supercell wave vector $\mathbf K$. Transport is discussed with valleys at primitive-cell wave vectors. Disorder has destroyed the primitive translations, so how can a state be given such a wave vector at all?

**A.** It cannot in general be given one, but it can be resolved into several. Let $\mathbf a_j$ be the primitive lattice vectors and $\mathbf A_i=\sum_jM_{ij}\mathbf a_j$ the supercell vectors, with $M$ an integer matrix and $N=|\det M|$ the number of primitive cells per supercell. The state obeys

$$\psi(\mathbf r+\mathbf A)=e^{i\mathbf K\cdot\mathbf A}\psi(\mathbf r)$$

for every supercell translation $\mathbf A$, and I normalise it over one supercell:

$$\langle f|g\rangle=\int_{\text{supercell}}f^*g\,d^3r,\qquad\langle\psi|\psi\rangle=1 .$$

A function with primitive wave vector $\mathbf k$ obeys the stronger condition $f(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}f(\mathbf r)$ for every primitive translation $\mathbf R$. The task is to split $\psi$ into such functions.

**Q.** Which $\mathbf k$ are allowed, and how many are there?

**A.** Supercell translations are also primitive translations, so we need $e^{i\mathbf k\cdot\mathbf A}=e^{i\mathbf K\cdot\mathbf A}$. Hence $\mathbf k=\mathbf K+\mathbf G$, where $\mathbf G=\sum_im_i\mathbf B_i$ is a supercell reciprocal vector, $\mathbf B_i\cdot\mathbf A_j=2\pi\delta_{ij}$. Two choices are the same wave vector if they differ by a primitive reciprocal vector $\mathbf g=\sum_jc_j\mathbf b_j$ with integer $c_j$.

To count, expand $\mathbf G=\sum_jc_j\mathbf b_j$ with real $c_j$. Then

$$2\pi m_i=\mathbf G\cdot\mathbf A_i=\sum_jM_{ij}\,\mathbf G\cdot\mathbf a_j=2\pi\sum_jM_{ij}c_j .$$

So $m=Mc$, and $\mathbf G$ is a primitive reciprocal vector when $m$ lies in the lattice $M\mathbb Z^3$. A cell of that lattice has volume $|\det M|$ and holds that many integer points. There are therefore $N$ distinct vectors $\mathbf k_i=\mathbf K+\mathbf G_i$. I take $\mathbf G_0=0$.

**Q.** What extracts the part of $\psi$ that belongs to one $\mathbf k_i$?

**A.** An average over translations, with the phase of $\mathbf k_i$ removed. Define $(T_{\mathbf R}\psi)(\mathbf r)=\psi(\mathbf r+\mathbf R)$ and

$$P_i=\frac1N\sum_{\mathbf R}e^{-i\mathbf k_i\cdot\mathbf R}T_{\mathbf R},$$

where $\mathbf R$ runs over the $N$ primitive translations that are distinct modulo supercell translations. Which representative is used does not matter: replacing $\mathbf R$ by $\mathbf R+\mathbf A$ multiplies the term by $e^{-i\mathbf k_i\cdot\mathbf A}e^{i\mathbf K\cdot\mathbf A}=e^{-i\mathbf G_i\cdot\mathbf A}=1$.

The result has the required symmetry. Put $\mathbf R'=\mathbf R+\mathbf R_0$, which merely permutes the $N$ classes:

$$T_{\mathbf R_0}P_i=\frac1N\sum_{\mathbf R}e^{-i\mathbf k_i\cdot\mathbf R}T_{\mathbf R+\mathbf R_0}
=e^{i\mathbf k_i\cdot\mathbf R_0}\frac1N\sum_{\mathbf R'}e^{-i\mathbf k_i\cdot\mathbf R'}T_{\mathbf R'}
=e^{i\mathbf k_i\cdot\mathbf R_0}P_i .$$

**Q.** Extracting pieces is easy. Why should their squared norms not overlap, or miss something?

**A.** That needs two sums of phases. First take $\mathbf Q=\mathbf G_i-\mathbf G_j$ and $s=\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}$. Shifting all $\mathbf R$ by $\mathbf R_0$ permutes the terms, so $s=e^{i\mathbf Q\cdot\mathbf R_0}s$. If $i\ne j$, then $\mathbf Q$ is not a primitive reciprocal vector, some $\mathbf R_0$ has $e^{i\mathbf Q\cdot\mathbf R_0}\ne1$, and $s=0$. If $i=j$, every term is one. Thus

$$\sum_{\mathbf R}e^{i(\mathbf G_i-\mathbf G_j)\cdot\mathbf R}=N\delta_{ij}.$$

The same argument with the roles exchanged, shifting the $\mathbf G_i$ by some $\mathbf B_j$, gives

$$\sum_ie^{-i\mathbf G_i\cdot\mathbf R}=\begin{cases}N,&\mathbf R\text{ a supercell translation}\\0,&\text{otherwise.}\end{cases}$$

Now use $T_{\mathbf R}P_i=e^{i\mathbf k_i\cdot\mathbf R}P_i$:

$$P_jP_i=\frac1N\sum_{\mathbf R}e^{-i\mathbf k_j\cdot\mathbf R}e^{i\mathbf k_i\cdot\mathbf R}P_i=\delta_{ij}P_i .$$

The pieces are complete as well:

$$\sum_iP_i=\frac1N\sum_{\mathbf R}e^{-i\mathbf K\cdot\mathbf R}\Big(\sum_ie^{-i\mathbf G_i\cdot\mathbf R}\Big)T_{\mathbf R}=1,$$

because only the class of $\mathbf R=0$ survives, and its representative may be taken as zero.

Finally, $P_i$ is Hermitian. For two functions with the same $\mathbf K$, the product $f^*g$ is periodic in the supercell, so moving the integration region changes nothing. Hence $T_{\mathbf R}^\dagger=T_{-\mathbf R}$, and

$$P_i^\dagger=\frac1N\sum_{\mathbf R}e^{i\mathbf k_i\cdot\mathbf R}T_{-\mathbf R}=P_i$$

after renaming $-\mathbf R$ as $\mathbf R$.

**Q.** So what is the weight, and does it sum to one?

**A.** The weight of state $m$ at $\mathbf k_i$ is the squared norm of its piece:

$$W_m(\mathbf k_i)=\|P_i\psi_m\|^2=\langle\psi_m|P_i^\dagger P_i|\psi_m\rangle=\langle\psi_m|P_i|\psi_m\rangle .$$

It is not negative, and

$$\sum_{i}W_m(\mathbf k_i)=\Big\langle\psi_m\Big|\sum_iP_i\Big|\psi_m\Big\rangle=\langle\psi_m|\psi_m\rangle=1 .$$

The proof used the Bloch condition at $\mathbf K$, the normalisation and the full set of $N$ vectors. It did not use the positions or species of the atoms inside the supercell. If some $\mathbf k_i$ are left out, the sum falls short by their weights.

**Q.** The weight I know is an overlap with primitive Bloch states. Which primitive crystal do you mean when the material is an alloy?

**A.** Any one with the same primitive lattice. Its Bloch states $|\mathbf k_in\rangle$ at fixed $\mathbf k_i$, with all bands $n$ kept, span the functions onto which $P_i$ projects. With supercell normalisation, $P_i=\sum_n|\mathbf k_in\rangle\langle\mathbf k_in|$, so

$$W_m(\mathbf k_i)=\sum_n|\langle\mathbf k_in|\psi_m\rangle|^2 .$$

Another reference crystal only rotates the basis within this space. The separate terms do change, so the share of one band depends on the reference while the weight does not. If the Bloch states were normalised over one primitive cell instead, their squared norm over the supercell would be $N$, and the sum of these overlaps would be $N$ rather than one.

**Q.** And in a plane-wave code?

**A.** Write, with $\Omega$ the supercell volume,

$$\psi_m=\Omega^{-1/2}\sum_{\mathbf G}C_m(\mathbf G)e^{i(\mathbf K+\mathbf G)\cdot\mathbf r}.$$

Acting on one plane wave, $P_i$ gives the factor

$$\frac1N\sum_{\mathbf R}e^{-i(\mathbf K+\mathbf G_i)\cdot\mathbf R}e^{i(\mathbf K+\mathbf G)\cdot\mathbf R}=\frac1N\sum_{\mathbf R}e^{i(\mathbf G-\mathbf G_i)\cdot\mathbf R},$$

which is one if $\mathbf G=\mathbf G_i+\mathbf g$ and zero otherwise. Therefore

$$W_m(\mathbf k_i)=\sum_{\mathbf g}|C_m(\mathbf G_i+\mathbf g)|^2 .$$

Each supercell plane wave falls into one class, so the sum rule becomes $\sum_{\mathbf G}|C_m(\mathbf G)|^2=1$. A finite cutoff does not spoil it.

**Q.** My device code uses localised orbitals. Does the rule survive there?

**A.** Yes, for orthonormal orbitals labelled $(l,\alpha)$, with $l$ the primitive cell and $\alpha$ the orbital within it. Translation now acts on the labels. The projected coefficients are

$$(P_ic)_{l\alpha}=\frac{e^{i\mathbf k_i\cdot\mathbf R_l}}N\sum_{l'}e^{-i\mathbf k_i\cdot\mathbf R_{l'}}c_{l'\alpha}.$$

Their modulus is the same in all $N$ cells, so squaring and summing over $l$ turns $1/N^2$ into $1/N$:

$$W(\mathbf k_i)=\frac1N\sum_\alpha\Big|\sum_le^{-i\mathbf k_i\cdot\mathbf R_l}c_{l\alpha}\Big|^2 .$$

A state confined to one cell has $W=1/N$ at every $\mathbf k_i$: complete localisation spreads the weight evenly. If atoms are displaced, this weight refers to translations of labels, not of space.

With an overlap matrix $S$, normalisation reads $c^\dagger Sc=1$, but the formula above sums to $c^\dagger c$. I tried a six-cell chain with two orbitals per cell, site energies scattered about 0 and 1 eV, hoppings $-1.0$ and $-0.7$ eV, and neighbour overlaps 0.15 and 0.10. For its lowest state the plain sum is 0.817; the missing 0.183 is $c^\dagger(S-1)c$, the overlap population. If $S$ is unchanged by primitive translations, the cure is $W(\mathbf k_i)=(P_ic)^\dagger S(P_ic)$. Then $S$ commutes with $P_i$, cross terms vanish, and the sum is $c^\dagger Sc=1$. In a real alloy $S$ generally varies with species and atomic positions; cross terms then remain, and these weights need not sum to one. Using the orthonormal formula with $S^{1/2}c$ in place of $c$ restores the sum, with translations now acting on the labels of the orthogonalised orbitals.

**Q.** Suppose two supercell states are degenerate. The diagonaliser may return any mixture of them. Are the weights then arbitrary?

**A.** Individually they are not unique. Summed over the level they are, because $\sum_{m\in\text{level}}\langle\psi_m|P_i|\psi_m\rangle$ is the trace of $P_i$ over the level's space, which no unitary mixing changes.

In a perfect crystal the Hamiltonian commutes with $P_i$, so a nondegenerate state has weight one at one $\mathbf k_i$ and zero elsewhere. Degenerate states need not. For the averaged Si-Ge crystal introduced below, at $\mathbf K=0$ in a cell of $2\times2\times2$ primitive cells, the lowest conduction level has six states. Its summed weights are 2 at each of the three X points and 0 at the other five vectors. A random rotation among the six changed a single weight by as much as 0.63 and left the sums alone.

**Q.** How do I get a band structure out of these numbers?

**A.** From the spectral function

$$A(\mathbf k_i,E)=\sum_mW_m(\mathbf k_i)\,\delta(E-E_m)=\mathrm{Tr}\,[P_i\,\delta(E-H)].$$

In a perfect crystal the trace can be taken over $|\mathbf k_in\rangle$, which gives $\sum_n\delta(E-\varepsilon_{n\mathbf k_i})$, the primitive bands. With disorder, a band becomes a group of levels sharing its weight. The integral over $E$ is $\mathrm{Tr}\,P_i$, the number of basis states at $\mathbf k_i$. This second sum rule runs over states at fixed $\mathbf k_i$; the first runs over $\mathbf k_i$ for one state.

**Q.** Show me a channel material, with the model stated.

**A.** Take unstrained Si-Ge with 25% Ge and an interpolated lattice constant $a=0.75(0.543)+0.25(0.566)=0.549$ nm. The supercell is $\mathbf A_i=2\mathbf a_i$, so $N=8$, with 16 atoms, four of them Ge. With $\mathbf a_1=\frac a2(0,1,1)$ and its cyclic partners, cells are labelled $l=(l_1,l_2,l_3)$, $l_j=0,1$. Ge occupies cells (000) and (011) on the first sublattice, and (100) and (110) on the second.

The potential is a local empirical pseudopotential without spin-orbit coupling,

$$V(\mathbf G)=\frac1{16}\sum_jv_j(|\mathbf G|)e^{-i\mathbf G\cdot\mathbf r_j}.$$

The form factors are rough values typical of the two elements. At squared wave vectors 0, 3, 8, 11, 16 in units of $(2\pi/a)^2$ they are $-0.60,-0.21,0.04,0.08,0$ Ry for Si and $-0.60,-0.23,0.01,0.06,0$ Ry for Ge. They are joined by monotone cubic interpolation and are zero beyond. The value at 0 is a model choice, and $V(0)$ is set to zero to fix the energy origin. The averaged crystal has $v=0.75v_{\rm Si}+0.25v_{\rm Ge}$ on every site.

I put $\mathbf K$ at $0.85\times2\pi/a=9.73\ \mathrm{nm}^{-1}$ along $x$, the minimum of the averaged crystal's conduction band on a grid of step 0.01. A cutoff of 92 eV leaves 665 plane waves. Diagonalisation gives, for the lowest conduction state:

| $m$ | $\mathbf k_i$ ($2\pi/a$) | $\varepsilon$ (eV) | $W$ |
|---|---|---|---|
| 000 | (0.85, 0, 0) | 0.80 | 0.958683 |
| 001 | (0.35, −0.5, 0.5) | 2.14 | 0.005591 |
| 010 | (0.35, 0.5, −0.5) | 2.14 | 0.000042 |
| 011 | (−0.15, 0, 0) | 3.02 | 0.002673 |
| 100 | (0.35, 0.5, 0.5) | 2.14 | 0.013576 |
| 101 | (−0.15, 0, −1) | 1.45 | 0.014623 |
| 110 | (−0.15, −1, 0) | 1.45 | 0.000136 |
| 111 | (0.35, −0.5, −0.5) | 2.14 | 0.004676 |

Here $\mathbf G_i=\frac12\sum_jm_j\mathbf b_j$, each $\mathbf k_i$ is reduced to the first Brillouin zone, and $\varepsilon$ is the lowest conduction energy of the averaged crystal above its valence top. These energies are not converged at this cutoff: at 180 eV they are 0.05 to 0.08 eV higher. The weights add to 1.000000. The digits serve to show that sum; the model does not deserve so many.

The state is about 96% at its valley. Of the missing 0.0413, the four vectors with $k_x=0.35$ hold 0.0239, the two near X points 0.0148, and the one near $\Gamma$ 0.0027.

**Q.** Two vectors have the same energy, 1.45 eV, but weights that differ a hundredfold. Is something broken?

**A.** The arrangement of the Ge atoms causes it. Let $\delta V$ be the alloy potential minus the average one, and $E_0$ the energy of the averaged crystal's valley state $|\mathbf k_0c\rangle$. For nondegenerate $E_0$, first-order perturbation theory admixes $|\mathbf k_in\rangle$ with amplitude $\langle\mathbf k_in|\delta V|\mathbf k_0c\rangle/(E_0-\varepsilon_{n\mathbf k_i})$. To second order in $\delta V$, the valley therefore loses

$$1-W(\mathbf k_0)\simeq\sum_{i\ne0}\sum_n\frac{|\langle\mathbf k_in|\delta V|\mathbf k_0c\rangle|^2}{(E_0-\varepsilon_{n\mathbf k_i})^2}.$$

The matrix element needs $\delta V$ at $\mathbf G=\mathbf G_i+\mathbf g$. Since $\mathbf G\cdot\mathbf R_l$ equals $\pi\,m\cdot l$ up to a multiple of $2\pi$, each sublattice contributes in proportion to a sum of signs over its Ge cells; the uniform average cancels for $i\ne0$. The two sums are

$$F_1=1+(-1)^{m_2+m_3},\qquad F_2=(-1)^{m_1}\big[1+(-1)^{m_2}\big].$$

Both vanish for $m=(010)$ and $(110)$, the two tiny weights in the table. These vectors are reached only through intermediate states, at higher order. For $i=0$, each sublattice has the average composition, so $\delta V$ has no elements within the same $\mathbf k$.

**Q.** Is second order good enough for the total?

**A.** Not at full disorder. The formula gives 0.0283, while diagonalisation gives 0.0413, about 46% more. With $\delta V$ multiplied by $\pm0.1$, the mean loss divided by $0.1^2$ is 0.0283, in agreement with the formula. The gap is therefore due to higher orders, not to a wrong coefficient.

**Q.** Can every level be read as a slightly impure valley state?

**A.** No. The next level lies 0.51 eV higher and has weight 0.50 at $\mathbf k_0$ (0.54 at a cutoff of 130 eV). About half of it sits at other wave vectors, so one label would mislead.

**Q.** How far is all this from a real channel?

**A.** The composition is realistic for Si-Ge channels, although these are used mainly for holes, while the state studied here is an electron state. A lowest electron valley near X is right for Si-rich alloys. The averaged crystal's gap of 0.80 eV is not converged at this cutoff: it rises to 0.88 eV at 180 eV and above. That is still too small; the real unstrained alloy has roughly 1 eV. A thin channel grown in registry with a (001) Si surface is strained, which this model omits. It is compressed in the plane by about the mismatch, 1.06%, and expands out of the plane by roughly 0.77 times as much. The two strains have opposite signs, so they differ by 1.77 times the mismatch. With a rough deformation potential of 9 eV, the valleys along the growth axis and those in the plane split by about $9(1.77)(0.0106)=0.17$ eV, against a thermal energy of 0.026 eV at 300 K. Strain thus matters for which valleys are filled; its effect on $W$ was not computed.

Other changes to the model affect the valley weight by differing amounts:

- Six random arrangements, each with two Ge atoms per sublattice, give 0.943 to 0.966. Four random arrangements of the same composition in a cell of $2\times2\times4$ primitive cells, at a cutoff of 55 eV, give 0.964 to 0.981. At that cutoff 25 arrangements of the small cell span 0.940 to 0.976, so the ranges overlap; so few samples suggest a dependence on cell size but do not establish it.
- Pushing Si neighbours 0.003 nm away from each Ge atom, a rough relaxation, lowers it from 0.959 to 0.931.
- Frozen random displacements of 0.008 nm rms per axis, a rough size for 300 K, applied to the averaged crystal without alloy disorder, cost between 0.06 and 0.24 in sixteen samples, some of them at a cutoff of 55 eV. The spread is wide, and further samples reach 0.38. All of these lose more than the 0.041 lost in the unrelaxed alloy of the table, but independent displacements overstate the effect. Displacements drawn from this cell's own phonon modes in a Keating force model at 300 K (0.005 nm rms, with acoustic modes that are too stiff) cost 0.03 to 0.06, comparable to the alloy loss.
- Raising the cutoff to 130 eV, or the Ge form factor at zero wave vector by 0.05 Ry, changes it by less than 0.002. The form factor matters more than that suggests: lowering it by 0.05 Ry gives 0.953, and raising it by 0.10 Ry gives 0.949. Joining the form factors by straight lines in the squared wave vector raises it to 0.967.

Spin-orbit coupling matters little here. In the averaged crystal it mixes only states with the same $\mathbf k$, which leaves $W$ unchanged; only together with disorder can it shift weight between wave vectors. Adding a simple spin-orbit term, scaled to rough valence-band splittings of 0.04 eV for Si and 0.30 eV for Ge, changes the valley weight by less than 0.001 at a cutoff of 55 eV.

**Q.** Then may I turn the lost 4% into a scattering rate?

**A.** No. The loss measures how much of one stationary state lies at other wave vectors. A rate needs final states at the same energy that the disorder can reach. Disorder repeated identically in every supercell connects only states with the same $\mathbf K$, and there the next level is 0.51 eV away. A larger cell fills in the levels, and the width of $A(\mathbf k,E)$, averaged over arrangements, can then carry a lifetime. The sum rule holds at either size, so a sum of one shows that the unfolding is complete, not that the alloy model has converged.
